# Tensor expansion of the spin-spin dipolar operator and a matrix element: a numerical check

```python
"""
Result under test (atomic units, r12 = r1 - r2, C^k_q = Racah-normalized harmonics):
  C^2_q(r12)/r12^3 = sum_k A_k r<^k/r>^(k+3) [C^k(inner) x C^(k+2)(outer)]^2_q
  A_k = (-1)^k sqrt((2k+5)!/(5! (2k)!))
As a distribution (small sphere around r12=0 excluded) the left side equals the
series minus (4 pi/3) C^2_q(r1) delta(r12); this cancels in antisymmetric states.
Spin-spin operator: H = alpha^2 [s1.s2/r12^3 - 3 (s1.r12)(s2.r12)/r12^5].
Example: triplet determinant of 2p(m=1) and 3d(m=2), model Slater functions
  P_p ~ r^2 exp(-r), P_d ~ r^3 exp(-r/2);  D = <C^2_0(r12)/r12^3>.
"""
from fractions import Fraction as F
from functools import lru_cache
from math import factorial, sqrt, pi, comb
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import lpmv
from sympy.physics.wigner import clebsch_gordan


@lru_cache(maxsize=None)
def cg(j1, m1, j2, m2, j, m):
    if abs(m1) > j1 or abs(m2) > j2 or m1 + m2 != m:
        return 0.0
    return float(clebsch_gordan(j1, j2, j, m1, m2, m))


def C(k, q, x, phi=0.0):
    """Racah-normalized harmonic, x = cos(theta), Condon-Shortley phase."""
    a = abs(q)
    val = sqrt(factorial(k - a) / factorial(k + a)) * lpmv(a, k, x)
    val = val * np.exp(1j * a * phi)
    return val if q >= 0 else (-1) ** a * np.conj(val)


def C_vec(k, q, vec):
    return C(k, q, vec[2] / np.linalg.norm(vec), np.arctan2(vec[1], vec[0]))


def A(k):
    return (-1) ** k * sqrt(factorial(2 * k + 5) / (120 * factorial(2 * k)))


def coupled(j1, vec1, j2, vec2, q):
    return sum(cg(j1, m, j2, q - m, 2, q) * C_vec(j1, m, vec1)
               * C_vec(j2, q - m, vec2)
               for m in range(-j1, j1 + 1) if abs(q - m) <= j2)


# ---- spin identity, from explicit 4x4 matrices ----
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5]).astype(complex)
one = np.eye(2)
s1 = [np.kron(s, one) for s in (sx, sy, sz)]
s2 = [np.kron(one, s) for s in (sx, sy, sz)]


def spherical(s):
    return {1: -(s[0] + 1j * s[1]) / sqrt(2), 0: s[2],
            -1: (s[0] - 1j * s[1]) / sqrt(2)}


t1, t2 = spherical(s1), spherical(s2)
spin2 = {q: sum(cg(1, m, 1, q - m, 2, q) * t1[m] @ t2[q - m]
                for m in (-1, 0, 1) if abs(q - m) <= 1)
         for q in range(-2, 3)}
n = np.array([0.48, -0.60, 0.64])
n = n / np.linalg.norm(n)
s1n = sum(n[i] * s1[i] for i in range(3))
s2n = sum(n[i] * s2[i] for i in range(3))
cart = sum(s1[i] @ s2[i] for i in range(3)) - 3 * s1n @ s2n
tens = -sqrt(6) * sum((-1) ** q * spin2[-q] * C_vec(2, q, n)
                      for q in range(-2, 3))
assert np.allclose(cart, tens, atol=1e-13)
singlet = np.array([0, 1, -1, 0]) / sqrt(2)
assert all(np.allclose(spin2[q] @ singlet, 0, atol=1e-14) for q in spin2)
spin_factor = (-sqrt(6) * spin2[0][0, 0]).real
assert abs(cart[0, 0] - spin_factor * C_vec(2, 0, n)) < 1e-13

# ---- expansion point by point, all components, both orderings ----
near = np.array([0.10, -0.20, 0.20])
far = np.array([1.20, 0.90, 1.30])
KMAX = 12
d = near - far
dist = np.linalg.norm(d)
ri, ro = np.linalg.norm(near), np.linalg.norm(far)
worst = 0.0
for q in range(-2, 3):
    target = C_vec(2, q, d) / dist ** 3
    first_inner = sum(A(k) * ri ** k / ro ** (k + 3)
                      * coupled(k, near, k + 2, far, q) for k in range(KMAX + 1))
    first_outer = sum(A(k) * ri ** k / ro ** (k + 3)
                      * coupled(k + 2, far, k, near, q) for k in range(KMAX + 1))
    worst = max(worst, abs(first_inner - target), abs(first_outer - target))
assert worst < 1e-8
exact0 = (C_vec(2, 0, d) / dist ** 3).real
terms0 = [(A(k) * ri ** k / ro ** (k + 3)
           * coupled(k, near, k + 2, far, 0)).real for k in range(KMAX + 1)]
wrong0 = sum(A(k) * ri ** k / ro ** (k + 3)
             * coupled(k + 2, near, k, far, 0) for k in range(KMAX + 1)).real
assert abs(wrong0 - exact0) > 1e-2 * abs(exact0)
for k in range(8):
    c0 = cg(k, 0, k + 2, 0, 2, 0)
    square = 7.5 * (k + 1) * (k + 2) / ((2*k + 1) * (2*k + 3) * (2*k + 5))
    assert abs(c0 ** 2 - square) < 1e-13
    assert abs(A(k) * c0 - comb(k + 2, 2)) < 1e-10

# ---- angular factors by integration over the sphere ----
xg, wg = np.polynomial.legendre.leggauss(16)
p, dd = (1, 1), (2, 2)


def c_int(a, k, q, b):
    """<a|C^k_q|b>, the azimuthal integral giving the selection rule."""
    if a[1] != q + b[1] or abs(q) > k:
        return 0.0
    f = C(a[0], a[1], xg) * C(k, q, xg) * C(b[0], b[1], xg)
    return sqrt((2*a[0] + 1) * (2*b[0] + 1)) / 2 * float(np.sum(wg * f.real))


def angular(a, b, c, e, k):
    """A_k <a b|[C^k(inner) x C^(k+2)(outer)]^2_0|c e>, a,c inner; b,e outer."""
    return A(k) * sum(cg(k, q, k + 2, -q, 2, 0) * c_int(a, k, q, c)
                      * c_int(b, k + 2, -q, e) for q in range(-k, k + 1))


dir_p_inner = [angular(p, dd, p, dd, k) for k in range(6)]
dir_d_inner = [angular(dd, p, dd, p, k) for k in range(6)]
exch = [angular(p, dd, dd, p, k) + angular(dd, p, p, dd, k) for k in range(6)]
assert np.allclose(dir_p_inner, [-2/7, 0, -2/35, 0, 0, 0], atol=1e-12)
assert np.allclose(dir_d_inner, [-1/5, 0, 0, 0, 0, 0], atol=1e-12)
assert np.allclose(exch, [0, -12/35, 0, 0, 0, 0], atol=1e-12)

# ---- radial integrals: finite sum against nested quadrature ----
zp, zd = F(1), F(1, 2)
norm_p2 = (2 * zp) ** 5 / factorial(4)
norm_d2 = (2 * zd) ** 7 / factorial(6)
pref = norm_p2 * norm_d2


def J(m, nn, beta, gamma):
    return sum(F(factorial(nn), factorial(j)) / gamma ** (nn - j + 1)
               * factorial(m + j) / (beta + gamma) ** (m + j + 1)
               for j in range(nn + 1))


N0_pd = pref * J(4, 3, 2 * zp, 2 * zd)
N0_dp = pref * J(6, 1, 2 * zd, 2 * zp)
N2_pd = pref * J(6, 1, 2 * zp, 2 * zd)
N1_ex = pref * J(6, 1, zp + zd, zp + zd)


def Pp(r):
    return sqrt(norm_p2) * r ** 2 * np.exp(-float(zp) * r)


def Pd(r):
    return sqrt(norm_d2) * r ** 3 * np.exp(-float(zd) * r)


def N_quad(k, inner, outer):
    def g(rp):
        val = quad(lambda r: inner(r) * (r / rp) ** k, 0, rp, epsabs=1e-13)[0]
        return val * outer(rp) / rp ** 3
    return quad(g, 0, 15, epsabs=1e-12)[0] + quad(g, 15, 70, epsabs=1e-12)[0]


def pp(r): return Pp(r) ** 2
def d2(r): return Pd(r) ** 2
def pd(r): return Pp(r) * Pd(r)


for val, k, inn, out in ((N0_pd, 0, pp, d2), (N0_dp, 0, d2, pp),
                         (N2_pd, 2, pp, d2), (N1_ex, 1, pd, pd)):
    assert abs(float(val) - N_quad(k, inn, out)) < 1e-9

direct_series = -F(2, 7) * N0_pd - F(1, 5) * N0_dp - F(2, 35) * N2_pd
exchange_series = -F(12, 35) * N1_ex
D_series = direct_series - exchange_series

# ---- direct quadrature over all electron positions, no expansion ----


def six_dim(nR, nv, nw):
    xR, wR = np.polynomial.laguerre.laggauss(nR)
    xv, wv = np.polynomial.legendre.leggauss(nv)
    xw, ww = np.polynomial.laguerre.laggauss(nw)
    cR, cw = 4 / 3, 1.5          # length scales of the Laguerre grids
    R, v, w = np.meshgrid(xR / cR, xv, xw / cw, indexing="ij")
    W = ((wR * np.exp(xR) / cR)[:, None, None] * wv[None, :, None]
         * (ww * np.exp(xw) / cw)[None, None, :])
    s = R + w
    r1, r2 = (s + R * v) / 2, (s - R * v) / 2
    W = W * 4 * pi ** 2 * r1 * r2 * R ** 2
    h1 = (s * v + R) / 2         # component of r1 along r12
    h2 = h1 - R
    rho = np.sqrt((s ** 2 - R ** 2) * (1 - v ** 2)) / 2
    yp = sqrt(norm_p2) * -sqrt(3 / (8 * pi))
    yd = sqrt(norm_d2) * sqrt(15 / (2 * pi)) / 4
    e1p, e2p = np.exp(-float(zp) * r1), np.exp(-float(zp) * r2)
    e1d, e2d = np.exp(-float(zd) * r1), np.exp(-float(zd) * r2)
    out = np.zeros(4)
    ct, wt = np.polynomial.legendre.leggauss(6)
    for c, wc in zip(ct, wt):
        st = sqrt(1 - c * c)
        for phi in 2 * pi * np.arange(10) / 10:
            # laboratory x + i y of each electron for this orientation
            a = c * np.cos(phi) - 1j * np.sin(phi)
            u1, u2 = rho * a - st * h1, rho * a - st * h2
            pd12 = yp * yd * u1 * u2 ** 2 * e1p * e2d
            dp12 = yp * yd * u1 ** 2 * u2 * e1d * e2p
            weight = W * wc / 20
            kernel = weight * (3 * c * c - 1) / 2 / R ** 3
            psi2 = np.abs(pd12 - dp12) ** 2 / 2
            out += [np.sum(weight * psi2), np.sum(kernel * psi2),
                    np.sum(kernel * np.abs(pd12) ** 2),
                    np.sum(kernel * (np.conj(pd12) * dp12).real)]
    return out


norm, D_quad, direct_quad, exchange_quad = six_dim(32, 30, 10)
D_small = six_dim(24, 24, 10)[1]
assert abs(norm - 1) < 1e-9
assert abs(D_quad - D_small) < 1e-9
assert abs(D_quad - float(D_series)) < 1e-9

# ---- contact term in the separate direct and exchange parts ----
ang = 15 / 4 * np.sum(wg * C(2, 0, xg).real * C(1, 1, xg).real ** 2
                      * C(2, 2, xg).real ** 2) * 2 / (4 * pi)
rad = quad(lambda r: pp(r) * d2(r) / r ** 2, 0, 50, epsabs=1e-14)[0]
contact = -4 * pi / 3 * ang * rad
assert abs(contact) > 1e-6
assert abs(direct_quad - float(direct_series) - contact) < 1e-9
assert abs(exchange_quad - float(exchange_series) - contact) < 1e-9

alpha = constants.fine_structure
energy = alpha ** 2 * spin_factor * float(D_series)
to_cm = constants.value("hartree-inverse meter relationship") / 100

print("Pointwise check; lengths in bohr, values in bohr^-3")
print("inner position:", near, " outer position:", far)
print(f"r< = {ri:.6f}, r> = {ro:.6f}, r12 = {dist:.6f} bohr")
print(f"C^2_0(r12)/r12^3 closed form   = {exact0:.10f}")
for k in range(5):
    print(f"series through k={k}: {sum(terms0[:k+1]):.10f}  A_k = {A(k):.6f}")
print(f"series through k={KMAX}: {sum(terms0):.10f}")
print(f"largest error, all q, both orderings = {worst:.1e}")
print(f"wrong series (rank k+2 on inner electron) = {wrong0:.10f}")
print("Model exponents (bohr^-1): zeta_p =", float(zp), " zeta_d =", float(zd))
print("norm factors: P_p^2:", norm_p2, " P_d^2:", norm_d2, " product:", pref)
print("Angular factors including A_k (dimensionless)")
for name, arr in (("direct, p inner", dir_p_inner),
                  ("direct, d inner", dir_d_inner),
                  ("exchange, both regions", exch)):
    print(f"{name}, k=0,1,2:",
          ", ".join(str(F(float(x)).limit_denominator(200)) for x in arr[:3]))
print("Radial integrals (bohr^-3)")
for name, val in (("N0(pp;dd)", N0_pd), ("N0(dd;pp)", N0_dp),
                  ("N2(pp;dd)", N2_pd), ("N1(pd;pd)", N1_ex)):
    print(f"{name} = {val} = {float(val):.10f}")
print("Matrix element parts (bohr^-3)")
print(f"direct:   series {float(direct_series):.10f}, quadrature {direct_quad:.10f}")
print(f"exchange: series {float(exchange_series):.10f}, "
      f"quadrature {exchange_quad:.10f}")
print(f"contact term in each part = {contact:.10f}")
print(f"D = direct - exchange, series     = {D_series} = {float(D_series):.10f}")
print(f"D from direct quadrature          = {D_quad:.10f}")
print(f"difference quadrature - series    = {D_quad - float(D_series):.1e}")
print(f"norm of the state by quadrature   = {norm:.10f}")
print(f"spin factor for M_S=1 = {spin_factor:.6f}")
print(f"alpha^2 = {alpha**2:.8e}")
print(f"spin-spin energy = {energy:.6e} hartree = {energy*to_cm:.6e} cm^-1")
print("verified")
```

Output:

```
Pointwise check; lengths in bohr, values in bohr^-3
inner position: [ 0.1 -0.2  0.2]  outer position: [1.2 0.9 1.3]
r< = 0.300000, r> = 1.984943, r12 = 1.905256 bohr
C^2_0(r12)/r12^3 closed form   = 0.0000000000
series through k=0: 0.0183361390  A_k = 1.000000
series through k=1: 0.0041670422  A_k = -4.582576
series through k=2: -0.0003438431  A_k = 11.224972
series through k=3: -0.0002403104  A_k = -21.494185
series through k=4: -0.0000190211  A_k = 35.874782
series through k=12: 0.0000000000
largest error, all q, both orderings = 4.3e-11
wrong series (rank k+2 on inner electron) = 0.0035678730
Model exponents (bohr^-1): zeta_p = 1.0  zeta_d = 0.5
norm factors: P_p^2: 4/3  P_d^2: 1/720  product: 1/540
Angular factors including A_k (dimensionless)
direct, p inner, k=0,1,2: -2/7, 0, -2/35
direct, d inner, k=0,1,2: -1/5, 0, 0
exchange, both regions, k=0,1,2: 0, -12/35, 0
Radial integrals (bohr^-3)
N0(pp;dd) = 608/98415 = 0.0061779200
N0(dd;pp) = 17/19683 = 0.0008636895
N2(pp;dd) = 40/19683 = 0.0020322105
N1(pd;pd) = 8/6561 = 0.0012193263
Matrix element parts (bohr^-3)
direct:   series -0.0020539842, quadrature -0.0015120614
exchange: series -0.0004180547, quadrature 0.0001238681
contact term in each part = 0.0005419228
D = direct - exchange, series     = -161/98415 = -0.0016359295
D from direct quadrature          = -0.0016359295
difference quadrature - series    = 4.4e-17
norm of the state by quadrature   = 1.0000000000
spin factor for M_S=1 = -0.500000
alpha^2 = 5.32513544e-05
spin-spin energy = 4.355773e-08 hartree = 9.559817e-03 cm^-1
verified
```
